# Where silicon's macroscopic dielectric constant takes over in the Resta model: a program that tests the result

```python
# Resta model of the screening of a point charge Z*e in silicon.
# Result under test: the radius R beyond which the potential is exactly
# Z*e/(4 pi eps0 eps r) obeys sinh(k R)/(k R) = eps.
# k: Thomas-Fermi wavevector of the valence electrons (1/nm)
# eps: macroscopic static dielectric constant
# s(r): screened potential divided by the bare one; eps(r) = 1/s(r)
# Lengths in nm, energies in eV; coulomb = e^2/(4 pi eps0) in eV nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

pi = np.pi
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/2m, eV nm^2
bohr = const.physical_constants["Bohr radius"][0] * 1e9

# Rough typical inputs for silicon
lattice = 0.54
eps = 12.0
density = 32 / lattice**3
bond = np.sqrt(3) / 4 * lattice


def fermi_wavevector(n):
    return (3 * pi**2 * n) ** (1 / 3)


def tf_wavevector(n):
    return np.sqrt(4 * fermi_wavevector(n) / (pi * bohr))


def solve_x(dielectric):
    return brentq(lambda x: np.sinh(x) / x - dielectric, 1e-3, 30, xtol=1e-13)


kf = fermi_wavevector(density)
ef = kinetic * kf**2
k = tf_wavevector(density)
x_root = solve_x(eps)
R = x_root / k

# Thomas-Fermi wavevector from the density of states, by finite difference
gas_density = lambda energy: (energy / kinetic) ** 1.5 / (3 * pi**2)
step = 1e-4 * ef
dn_de = (gas_density(ef + step) - gas_density(ef - step)) / (2 * step)
assert abs(np.sqrt(4 * pi * coulomb * dn_de) / k - 1) < 1e-6

# One crossing only on a wide grid
grid = np.linspace(0.01, 30, 20000)
signs = np.sign(np.sinh(grid) / grid - eps)
assert np.count_nonzero(np.diff(signs)) == 1

# Fixed-point iteration x -> asinh(eps x)
iterates = [4.0]
for _ in range(40):
    iterates.append(np.arcsinh(eps * iterates[-1]))
assert abs(iterates[-1] - x_root) < 1e-10
rate = np.tanh(x_root) / x_root
measured_rate = (iterates[6] - x_root) / (iterates[5] - x_root)
assert abs(measured_rate / rate - 1) < 0.01
for start in (0.01, 50.0):
    value = start
    for _ in range(60):
        value = np.arcsinh(eps * value)
    assert abs(value - x_root) < 1e-10


# Finite-difference solution of s'' = k^2 (s - r/(eps R)) for a trial radius
def fd_profile(radius, cells=4000):
    r = np.linspace(0, radius, cells + 1)
    h = r[1]
    band = np.ones((3, cells - 1))
    band[1] = -2 - (k * h) ** 2
    rhs = -((k * h) ** 2) * r[1:-1] / (eps * radius)
    rhs[0] -= 1.0
    rhs[-1] -= 1 / eps
    s = np.concatenate(([1.0], solve_banded((1, 1), band, rhs), [1 / eps]))
    slope = (3 * s[-1] - 4 * s[-2] + s[-3]) / (2 * h)
    return r, s, slope


R_fd = brentq(lambda radius: fd_profile(radius)[2], 0.1, 0.5, xtol=1e-10)
assert abs(R_fd / R - 1) < 1e-5


def screening(r):
    return np.sinh(k * (R - r)) / np.sinh(k * R) + r / (eps * R)


r_fd, s_fd, _ = fd_profile(R)
assert np.max(np.abs(s_fd - screening(r_fd))) < 1e-6

# Screening charge inside R, in units of -Z e, by quadrature
charge = quad(lambda r: k**2 * r * (screening(r) - r / (eps * R)), 0, R)[0]
assert abs(charge - (1 - 1 / eps)) < 1e-8


# Radius where the potential exceeds the macroscopic one by a given fraction
def radius_at_excess(fraction):
    y = brentq(lambda v: np.sinh(v) - v - fraction * k * R, 0, k * R)
    return R - y / k


r_ten, r_one = radius_at_excess(0.10), radius_at_excess(0.01)
for radius, fraction in ((r_ten, 0.10), (r_one, 0.01)):
    assert abs(eps * np.interp(radius, r_fd, s_fd) - 1 - fraction) < 1e-4

# Sensitivity of R to eps, formula against re-solved roots
sensitivity = 1 / (x_root / np.tanh(x_root) - 1)
numeric = np.log(solve_x(eps * 1.001) / solve_x(eps / 1.001)) / (2 * np.log(1.001))
assert abs(numeric / sensitivity - 1) < 1e-4
R_half = x_root / tf_wavevector(density / 2)
R_double = x_root / tf_wavevector(density * 2)
assert abs(R_half / R_double - 4 ** (1 / 6)) < 1e-10


# Full nonlinear Thomas-Fermi equation, integrated inward from the edge.
# w = s - r/(eps R); the variable t = sqrt(r) removes the singularity at r = 0.
def nonlinear_w0(radius, Z):
    def rhs(t, state):
        r = t * t
        w, slope = state
        relative = max(1 + Z * coulomb * w / (r * ef), 0.0) ** 1.5 - 1
        return [2 * t * slope, 2 * t * 4 * pi * density * r / Z * relative]

    run = solve_ivp(rhs, (np.sqrt(radius), 1e-6), [0.0, -1 / (eps * radius)],
                    method="DOP853", rtol=1e-9, atol=1e-12)
    assert run.success
    return run.y[0, -1]


def nonlinear_radius(Z):
    low, high = (0.5 * R, 1.05 * R) if Z > 0 else (0.95 * R, 1.6 * R)
    return brentq(lambda radius: nonlinear_w0(radius, Z) - 1, low, high, xtol=1e-8)


R_small_plus, R_small_minus = nonlinear_radius(1e-3), nonlinear_radius(-1e-3)
assert abs(R_small_plus / R - 1) < 1e-3
assert abs(R_small_minus / R - 1) < 1e-3
R_plus, R_minus = nonlinear_radius(1.0), nonlinear_radius(-1.0)
assert R_plus < R < R_minus

# Static electron-gas response at wavevector k relative to Thomas-Fermi
integral = quad(lambda p: p * np.log(abs((2 * p + k) / (2 * p - k))),
                0, kf, points=[k / 2], limit=200)[0]
response = integral / (k * kf)
z = k / (2 * kf)
closed = 0.5 + (1 - z * z) / (4 * z) * np.log(abs((1 + z) / (1 - z)))
assert abs(response - closed) < 1e-6

# Free carriers at 300 K: Debye length, with a check that they are nondegenerate
temperature = 300.0
carriers_cm3 = 1e16
dos_mass = 1.1
kT = const.k * temperature / const.e
carriers = carriers_cm3 * 1e-21
debye = np.sqrt(eps * kT / (4 * pi * coulomb * carriers))
band_density = 2 * (dos_mass * kT / (4 * pi * kinetic)) ** 1.5
eta = np.log(carriers / band_density)


def fermi_count(level):
    # substitution energy = u^2 keeps the integrand smooth
    f = lambda u: 2 * u * u / (1 + np.exp(u * u - level))
    return 2 / np.sqrt(pi) * quad(f, 0, 8, epsabs=0, epsrel=1e-11)[0]


log_slope = np.log(fermi_count(eta + 0.01) / fermi_count(eta - 0.01)) / 0.02
assert abs(log_slope - 1) < 1e-3
r_upper = -np.log(0.9) * debye

print(f"lattice constant (rough input): {lattice:.2f} nm")
print(f"dielectric constant (rough input): {eps:.0f}")
print(f"valence electron density n: {density:.1f} nm^-3")
print(f"Fermi wavevector k_F: {kf:.2f} nm^-1")
print(f"Fermi energy E_F: {ef:.2f} eV")
print(f"Thomas-Fermi wavevector k: {k:.2f} nm^-1")
print(f"Thomas-Fermi length 1/k: {1 / k:.4f} nm")
for i in range(7):
    print(f"iterate {i} of x = kR: {iterates[i]:.4f}")
print(f"error ratio tanh(x)/x: {rate:.3f}")
print(f"root x = kR: {x_root:.4f}")
print(f"sinh(x) at the root: {np.sinh(x_root):.2f}")
print(f"RADIUS R: {R:.4f} nm")
print(f"RADIUS R converted: {R / bohr:.2f} bohr")
print(f"R from finite differences: {R_fd:.4f} nm")
print(f"bond length: {bond:.4f} nm")
print(f"R / bond length: {R / bond:.3f}")
print(f"screening charge inside R: {charge:.4f} of -Ze")
for r in (0.05, 0.10, 0.15, 0.20):
    print(f"eps(r) at r = {r:.2f} nm: {1 / screening(r):.2f}")
print(f"radius with 10% excess potential: {r_ten:.3f} nm")
print(f"radius with 1% excess potential: {r_one:.3f} nm")
print(f"e*phi at R for Z = 1: {coulomb / (eps * R):.3f} eV")
print(f"d ln R / d ln eps: {sensitivity:.3f}")
print(f"R for eps = 11: {solve_x(11.0) / k:.4f} nm")
print(f"R for eps = 13: {solve_x(13.0) / k:.4f} nm")
print(f"change of R for 1% change of eps: {sensitivity:.2f} %")
print(f"R for half the density: {R_half:.3f} nm")
print(f"R for double the density: {R_double:.3f} nm")
print(f"nonlinear R, Z = +0.001: {R_small_plus:.5f} nm")
print(f"nonlinear R, Z = -0.001: {R_small_minus:.5f} nm")
print(f"nonlinear R, Z = +1: {R_plus:.4f} nm")
print(f"nonlinear R, Z = -1: {R_minus:.4f} nm")
print(f"k/(2 k_F): {z:.3f}")
print(f"gas response at k / Thomas-Fermi: {response:.3f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy / E_F: {kT / ef:.4f}")
print(f"free-carrier density (chosen): {carriers_cm3:.0e} cm^-3")
print(f"density-of-states mass (rough): {dos_mass:.1f} m_e")
print(f"carriers / effective band density: {carriers / band_density:.1e}")
print(f"Debye length: {debye:.1f} nm")
print(f"radius with 10% Debye reduction: {r_upper:.1f} nm")
print("finished without a failed check")
```

It prints:

```
lattice constant (rough input): 0.54 nm
dielectric constant (rough input): 12
valence electron density n: 203.2 nm^-3
Fermi wavevector k_F: 18.19 nm^-1
Fermi energy E_F: 12.60 eV
Thomas-Fermi wavevector k: 20.92 nm^-1
Thomas-Fermi length 1/k: 0.0478 nm
iterate 0 of x = kR: 4.0000
iterate 1 of x = kR: 4.5645
iterate 2 of x = kR: 4.6964
iterate 3 of x = kR: 4.7249
iterate 4 of x = kR: 4.7310
iterate 5 of x = kR: 4.7323
iterate 6 of x = kR: 4.7325
error ratio tanh(x)/x: 0.211
root x = kR: 4.7326
sinh(x) at the root: 56.79
RADIUS R: 0.2262 nm
RADIUS R converted: 4.28 bohr
R from finite differences: 0.2262 nm
bond length: 0.2338 nm
R / bond length: 0.968
screening charge inside R: 0.9167 of -Ze
eps(r) at r = 0.05 nm: 2.71
eps(r) at r = 0.10 nm: 6.26
eps(r) at r = 0.15 nm: 10.33
eps(r) at r = 0.20 nm: 11.93
radius with 10% excess potential: 0.161 nm
radius with 1% excess potential: 0.195 nm
e*phi at R for Z = 1: 0.530 eV
d ln R / d ln eps: 0.268
R for eps = 11: 0.2209 nm
R for eps = 13: 0.2311 nm
change of R for 1% change of eps: 0.27 %
R for half the density: 0.254 nm
R for double the density: 0.202 nm
nonlinear R, Z = +0.001: 0.22621 nm
nonlinear R, Z = -0.001: 0.22625 nm
nonlinear R, Z = +1: 0.2147 nm
nonlinear R, Z = -1: 0.2448 nm
k/(2 k_F): 0.575
gas response at k / Thomas-Fermi: 0.881
temperature: 300 K
thermal energy / E_F: 0.0021
free-carrier density (chosen): 1e+16 cm^-3
density-of-states mass (rough): 1.1 m_e
carriers / effective band density: 3.5e-04
Debye length: 41.4 nm
radius with 10% Debye reduction: 4.4 nm
finished without a failed check
```
